# Electron Count and Shot Noise in a 10 nm Square

## Problem

An electron-beam writer exposes a wide, uniform area of resist with a dose of $D=100$ uC/cm2. The dose is the magnitude of the incident charge per unit area. Inside this area, consider a square of side $L=10$ nm.

(a) How many electrons does the square receive on average?

(b) By what fraction of this average does the number vary from one such square to another, if the electrons arrive independently and at a steady mean rate?

(c) The resist responds to energy losses rather than to the mere passage of electrons. Suppose each electron, independently of the others, causes a Poisson-distributed number of energy-loss events in the film, with mean $m=0.5$. What is the relative fluctuation of the number of events belonging to the square?

In (a) and (b), an electron is counted once, when it arrives from the beam. Electrons scattered back from the substrate are treated separately below. The beam energy is 50 keV and the current is $I=1$ nA.

## First estimate by scaling

The area of the square is
$$
L^2=(10^{-6}\ \text{cm})^2=10^{-12}\ \text{cm}^2 ,
$$
so the charge it receives is about $10^{-4}\times10^{-12}=10^{-16}$ C. With the elementary charge rounded to $2\times10^{-19}$ C, this is about 500 electrons.

For the fluctuation, divide the exposure into many small portions, each covering a small patch of the square or a short part of the exposure time. If the portions are independent, their variances add. Doubling the number of equal portions doubles both the mean count $N$ and its variance, so
$$
\text{variance}=c\,N,\qquad
\frac{\text{standard deviation}}{N}=\sqrt{\frac{c}{N}} .
$$
Scaling does not determine the number $c$. The guess $c=1$ gives $1/\sqrt{500}$, or about 4.5 percent.

For (c), 500 electrons with half an event each make about 250 events. Treating these events as independent gives $1/\sqrt{250}$, or about 6.3 percent.

## Exact solution

### The mean count

The charge on the square is $Q=DL^2$, and each electron carries a charge of magnitude $e$. The mean count is therefore
$$
N=\frac{DL^2}{e}
=\frac{1.000\times10^{-16}\ \text{C}}{1.602177\times10^{-19}\ \text{C}}
=624.15 .
$$
This is 6.24 electrons per nm2. The mean need not be an integer, although every individual count is one. To the nearest electron, the answer to (a) is 624.

The beam needs the dwell time $T=Q/I=100$ ns to deliver this charge. On average, one electron arrives every 0.16 ns.

### The distribution of the count

Divide $T$ into $K$ equal slots, so short that two electrons in one slot can be neglected. Let $x_j=1$ if slot $j$ contains an electron and $x_j=0$ if it does not. A steady rate gives every slot the same probability $p$ of being occupied. The mean count must be $N$, hence $Kp=N$ and $p=N/K$.

Since $x_j$ takes only the values 0 and 1, $x_j^2=x_j$. Its variance is
$$
\langle x_j^2\rangle-\langle x_j\rangle^2=p-p^2=p(1-p).
$$
The slots are independent, so the variances add. For $n=\sum_j x_j$,
$$
\operatorname{Var}(n)=Kp(1-p)=N\left(1-\frac{N}{K}\right).
$$
As the slots become shorter, $K\to\infty$ at fixed $N$ and the variance tends to $N$. This fixes the constant left open by the scaling argument: $c=1$.

The full distribution follows from the same model. There are $K!/[n!(K-n)!]$ ways to choose the $n$ occupied slots, and each choice has probability $p^n(1-p)^{K-n}$. With $p=N/K$,
$$
P_K(n)=\frac{N^n}{n!}\,
\frac{K(K-1)\cdots(K-n+1)}{K^n}
\left(1-\frac{N}{K}\right)^K
\left(1-\frac{N}{K}\right)^{-n}.
$$
Keep $n$ fixed and let $K$ grow. The second fraction is a product of $n$ factors that each tend to 1. The next factor tends to $e^{-N}$ (here $e$ is the base of natural logarithms), and the last tends to 1. The result is the Poisson distribution,
$$
P(n)=\frac{N^n}{n!}\exp(-N).
$$

Its variance can be found directly. Terms with $n=0$ and $n=1$ do not contribute to $\langle n(n-1)\rangle$, so
$$
\langle n(n-1)\rangle
=\exp(-N)\,N^2\sum_{n=2}^{\infty}\frac{N^{n-2}}{(n-2)!}
=N^2 ,
$$
because the sum equals $\exp(N)$. In the same way $\langle n\rangle=N$. Hence
$$
\operatorname{Var}(n)=\langle n(n-1)\rangle+\langle n\rangle-\langle n\rangle^2
=N^2+N-N^2=N .
$$

The standard deviation is $\sqrt{624.15}=24.98$ electrons, and the relative fluctuation is
$$
\frac{\sqrt N}{N}=\frac1{\sqrt N}=\frac1{\sqrt{624.15}}=4.00\ \text{percent}.
$$
This answers (b).

A simulation of 20000 dwells, with electrons separated by random waiting times, gives a mean of 623.92 and a relative fluctuation of 3.99 percent. The expected sampling errors are about 0.18 electrons and 0.02 percentage points, so both values are consistent with the theory.

### Reading the fluctuation

One standard deviation does not limit the count. A deviation of 10 percent is 62.4 electrons, or 2.5 standard deviations. Summing the Poisson probabilities beyond this deviation on both sides gives a chance of 1.24 percent. Among 1000 such squares, about 12 are expected to lie outside the 10 percent range.

Inserting $N=DL^2/e$ shows how the noise depends on the exposure:
$$
\frac1{\sqrt N}=\frac1L\sqrt{\frac eD}.
$$
At fixed dose, halving the side to 5 nm divides the mean count by four, to 156, and doubles the relative fluctuation to 8.0 percent. At fixed side, a fluctuation of 1 percent requires $N=10^4$, and therefore
$$
D=\frac{10^4e}{L^2}=1602\ \text{uC/cm2}.
$$
This is 16 times the original dose. If the current is held fixed, the dwell time also grows by a factor of 16.

The variance $N(1-N/K)$ contains a second instructive limit. If there were just $K=N$ slots, for integer $N$, each would be occupied with certainty and the variance would vanish. For integer $N$, a perfectly regular stream of electrons has no counting noise if every electron lands exactly where it is aimed, although its charge is still discrete. For other values of $N$, the count can still vary between the two neighbouring integers. Without blur, the 4 percent comes from discrete charge together with independent arrival times.

### Why blur leaves the answer unchanged in a wide area

An electron aimed at the square may land outside it, and one aimed elsewhere may land inside. Let one shot of the beam send a Poisson number of electrons with mean $\mu$, and let each land in the square independently with probability $q$. The probability that $k$ of them do so is
$$
\sum_{n=k}^{\infty}\frac{\mu^n\exp(-\mu)}{n!}\,
\frac{n!}{k!(n-k)!}\,q^k(1-q)^{n-k}
=\frac{(q\mu)^k\exp(-\mu)}{k!}
\sum_{l=0}^{\infty}\frac{[\mu(1-q)]^l}{l!},
$$
where $l=n-k$. The last sum is $\exp(\mu-q\mu)$. What remains is a Poisson distribution with mean $q\mu$.

Contributions from different shots are independent. For two of them, with means $a$ and $b$, the binomial theorem gives
$$
\sum_{k=0}^{n}\frac{a^k\exp(-a)}{k!}\frac{b^{n-k}\exp(-b)}{(n-k)!}
=\frac{(a+b)^n}{n!}\exp(-a-b).
$$
The total is again Poisson, and the means add. Repeating the step includes all shots.

It remains to find the total mean. Let the shots lie on a grid with a step of 5 nm, so that four of them belong to the 10 nm square and $4\mu=N$. Give all electrons the same displacement for a moment. The shifted grid still has four points in the square, if each pair of opposite edges is counted once, because the side is two grid steps. The mean is thus $4\mu=N$ for every displacement, and averaging over random displacements does not change it. This argument requires an exposed area extending well beyond the reach of the blur, and a side that is a whole number of grid steps. For other steps the count is still Poisson, but its mean depends on the position of the square unless the blur is wide enough to smooth out the grid.

For a Gaussian blur with a standard deviation of 3 nm along each axis, a simulation of a wide field gives a mean of 624.7 and a fluctuation of 4.02 percent, in line with this result.

An isolated square behaves differently, since nothing replaces the electrons it loses. Its four shots lie 2.5 nm from the centre along each axis, while the edges lie at 5 nm. If $\Phi$ is the cumulative normal distribution, the fraction kept is
$$
f=\left[\Phi\!\left(\frac{5-2.5}{3}\right)-\Phi\!\left(\frac{-5-2.5}{3}\right)\right]^2=0.626 .
$$
The square appears because the two axes are independent. The mean falls to $fN=391$, and the relative fluctuation rises to $1/\sqrt{391}=5.06$ percent. The figure of 624 is then the number aimed at the square, not the number received.

### Energy-loss events

For (c), let electron $i$ cause $k_i$ events, where $k_i$ is Poisson distributed with mean $m$. This describes a straight path through a film of thickness $t$ with a constant inelastic mean free path $\lambda$, for which $m=t/\lambda$. A thickness of 40 nm and a mean free path of 80 nm give the stated $m=0.5$.

Let $S=\sum_{i=1}^{n}k_i$ be the total number of events. For a given $n$, its mean is $mn$ and its variance is also $mn$, because each $k_i$ has variance $m$. The full variance is the average of the variance at given $n$, plus the variance of the mean at given $n$:
$$
\operatorname{Var}(S)=\langle mn\rangle+\operatorname{Var}(mn)=mN+m^2N .
$$
Dividing by the squared mean $(mN)^2$ and taking the root gives
$$
\frac{\sqrt{\operatorname{Var}(S)}}{mN}
=\sqrt{\frac1N\left(1+\frac1m\right)}
=\sqrt{\frac{3}{624.15}}
=6.93\ \text{percent}.
$$
The corresponding simulation gives 6.99 percent, within two standard errors.

In this model, a thick film with $m\gg1$ returns to the electron noise $1/\sqrt N$. A thin film with $m\ll1$ approaches $1/\sqrt{mN}$, because nearly all electrons that act at all then act once.

## Comparison of the two

The estimate of 500 electrons is 20 percent below the exact mean, entirely because the elementary charge was rounded up. The noise depends on the inverse square root of the count, so the estimated 4.5 percent is 12 percent above the exact 4.0 percent, measured relative to the latter. Scaling found the correct dependence on dose and side; the slot model supplied the constant $c=1$.

For the events, the estimate of 6.3 percent looks close to 6.9 percent, but two errors partly cancel. With the correct mean of 312 events, independent events would give 5.7 percent. The exact result can be written
$$
\sqrt{\frac1N\left(1+\frac1m\right)}
=\frac{\sqrt{1+m}}{\sqrt{mN}} ,
$$
which is larger by the factor $\sqrt{1.5}=1.22$. Events caused by the same electron come in groups, and the estimate ignored this grouping.

## The model beside a real writer

The numbers are in the regime of a 50 keV writer exposing a thin organic resist film. The current, blur, film thickness and mean free path are rough typical values, as are the further values used here. Among the effects estimated here for a wide exposed area, the largest change comes from dropping the assumption that every incident electron counts equally in the exposure. Allowing for a random number of energy-loss events per electron moves the noise from 4.0 to 6.9 percent. This figure assigns all events of one electron to the same square. If each event is instead displaced separately, as secondary electrons would displace it, the variance becomes $mN+m^2\mu\sum_s q_s^2$, where $q_s$ is the chance that an event from shot $s$ lands in the square. A separate blur of 3 nm then gives about 6.3 percent, between 6.9 percent and the 5.7 percent of independent events. The varying amount of energy lost in each event is not included, nor are later chemical steps, which can add noise or average it over a larger area.

An independent dose error of relative size $s=1$ percent from square to square adds $s^2$ to the relative variance, giving $\sqrt{1/N+s^2}=4.13$ percent. Backscattering with a coefficient of 0.15 adds about 94 returning electrons to the square, provided that they come from a much wider, uniformly exposed area. The fluctuation of all crossings is then 3.73 percent of their larger mean, 718. Relative to the 624 directly incident electrons, the same fluctuation is $\sqrt{718}/624=4.3$ percent, so the background does not make the directly written signal cleaner. These figures count crossings only and understate the effect on the resist, because returning electrons are slower and cross the film obliquely. If each causes about three times as many events, $m_b=1.5$, a rough value for silicon, the variance of all events is $N(m+m^2)+0.15N(m_b+m_b^2)$, and the noise relative to the $mN$ direct events rises from 6.9 to about 9 percent.

Independent arrival is a good approximation for this beam, as far as two rough estimates can show. At a speed of $1.24\times10^8$ m/s, the mean spacing along the beam is 19.8 mm. The Coulomb energy of two electrons at that distance is $7\times10^{-8}$ eV. The corresponding repulsion changes their spacing by less than $10^{-10}$ m during the 8 ns flight through a column 1 m long, so it hardly affects the arrival times. This does not cover close pairs or the slow electrons near the source. The Pauli principle also keeps electrons apart. For an energy spread of 1 eV, allowing one electron per time slot $h/(1\ \text{eV})=4.1\times10^{-15}$ s, where $h$ is Planck's constant, gives an occupation of $p=2.6\times10^{-5}$. By the factor $1-p$ found above, the variance falls by at most about this fraction, since two spin states and several transverse modes share the current and lower the occupation. This is negligible beside the other corrections.

## Table of computed values

```
dose: 100 uC/cm2
side of square: 10 nm
area of square: 1.000e-12 cm2
elementary charge: 1.602177e-19 C
charge on square: 1.000e-16 C
electrons per area: 6.242 per nm2
mean electron count N: 624.15
standard deviation of count: 24.98
relative fluctuation: 4.003 percent
beam current: 1.0 nA
dwell time on square: 100.0 ns
mean time between electrons: 0.1602 ns
simulated dwells: 20000
simulated mean count: 623.92
simulated relative fluctuation: 3.990 percent
binomial-Poisson distance, 10000 slots: 1.56e-02
binomial-Poisson distance, 100000 slots: 1.52e-03
binomial-Poisson distance, 1000000 slots: 1.51e-04
chance of deviation above 10 percent: 1.24 percent
same chance, simulated: 1.20 percent
dose for 1 percent noise: 1602 uC/cm2
blur per axis: 3.0 nm; shot step: 5.0 nm
wide field with blur, simulated mean: 624.7
wide field with blur, noise: 4.02 percent
isolated square, fraction kept: 0.6264
isolated square, mean count: 391.0
isolated square, simulated mean: 391.5
isolated square, noise: 5.06 percent
film thickness: 40 nm
inelastic mean free path: 80 nm
loss events per electron m: 0.50
mean number of loss events: 312.1
noise of loss events: 6.93 percent
same noise, simulated: 6.99 percent
dose error: 1.0 percent
noise with dose error: 4.13 percent
backscatter coefficient: 0.15
returning electrons on square: 93.6
noise of all crossings: 3.73 percent
beam energy: 50 keV
electron speed: 1.237e+08 m/s
mean spacing along beam: 19.8 mm
Coulomb energy at that spacing: 7.3e-08 eV
energy spread: 1.0 eV
Pauli slot h/(energy spread): 4.14e-15 s
Pauli variance reduction, relative: 2.6e-05
```
